# One metal, two contacts: thermionic resistivities on n-type and p-type material

## The problem

A metal is deposited on two pieces of the same semiconductor, one n-type and one p-type, both at temperature $T$. At each interface the metal's Fermi level $E_F$ lies in the gap, between the valence-band edge $E_v$ and the conduction-band edge $E_c$. The barriers for electrons and holes are

$$\phi_n=E_c-E_F,\qquad \phi_p=E_F-E_v ,$$

with the band edges taken at the interface. The specific contact resistivity is the reciprocal slope of the current density $J$ against bias $V$ at zero bias:

$$\rho=\left(\frac{dJ}{dV}\right)^{-1}_{V=0}.$$

Assume the following.

- $E_F$ has the same position between the band edges on the n-type and the p-type piece.
- Each contact is limited by thermionic emission of majority carriers over a uniform barrier several $kT$ high. Tunnelling, image-force lowering, minority carriers and the resistance of the depletion layer are neglected.
- The gap $E_g$ and the effective Richardson constants $A_n$ and $A_p$ are the same for all the metals compared.

**(a)** Find $\rho_n$ and $\rho_p$, the resistivities of the two contacts.

**(b)** How does the product $\rho_n\rho_p$ depend on the position of $E_F$ in the gap?

**(c)** Evaluate the resistivities and their product for $T=300$ K, $E_g=1.12$ eV, $\phi_n=0.65$ eV, $A_n=110$ and $A_p=30$ A/(cm² K²).

**(d)** The two contacts have equal areas and are connected in series. Which $\phi_n$ gives the smallest total contact resistance?

Barriers and the gap are energies, $k$ is Boltzmann's constant and $q>0$ is the elementary charge. With energies in eV, $kT=0.02585$ eV at 300 K, and $kT/q=0.02585$ V.

## Hints

1. Add the two barrier definitions before doing anything else.
2. Count the electrons crossing the barrier top. For motion along the normal $x$, $v_x\,dp_x$ is an energy differential.
3. A hole is an empty valence state. With energy measured from the Fermi level, $1-f(E)=f(-E)$.
4. You need the slope at zero bias, not the whole current–voltage curve.
5. For part (d), write the sum of two positive numbers as a square plus a term containing their product.

## Full solution

### The barriers are complementary

Adding the definitions gives

$$\phi_n+\phi_p=(E_c-E_F)+(E_F-E_v)=E_c-E_v=E_g .$$

Moving $E_F$ down by some energy raises $\phi_n$ and lowers $\phi_p$ by that same energy. This uses the first assumption: if the interface dipole differed between the two pieces, $E_F$ would not be one common level and the sum could differ from $E_g$.

### (a) Electrons

Measure energy from the metal's Fermi level. Forward bias $V$ raises the Fermi level of the n-type semiconductor to $qV$. Electrons reaching the barrier top from the semiconductor then have occupation $f(E-qV)$, and those from the metal have $f(E)$, where

$$f(E)=\frac{1}{1+e^{E/kT}} .$$

Take an isotropic mass $m$. A state above the barrier has energy $E=\phi_n+E_x+E_t$, where $E_x=p_x^2/2m$ and $E_t=p_t^2/2m$ are the normal and transverse kinetic energies. There are $2/h^3$ states per unit volume of space and momentum, including spin. The net current density is

$$J=q\,\frac{2}{h^3}\int v_x\,[f(E-qV)-f(E)]\,dp_x\,d^2p_t .$$

Since $v_x=p_x/m$, we have $v_x\,dp_x=dE_x$. In the transverse plane, $d^2p_t=2\pi p_t\,dp_t=2\pi m\,dE_t$. Hence

$$J=\frac{4\pi qm}{h^3}\int_0^\infty\!\!\int_0^\infty[f(E-qV)-f(E)]\,dE_x\,dE_t .$$

For a barrier many $kT$ high and a small bias, both occupations are Boltzmann tails:

$$f(E-qV)-f(E)\simeq e^{-\phi_n/kT}e^{-E_x/kT}e^{-E_t/kT}\left(e^{qV/kT}-1\right).$$

Each energy integral gives one factor $kT$, so

$$J=A_nT^2e^{-\phi_n/kT}\left(e^{qV/kT}-1\right),\qquad A_n=\frac{4\pi qmk^2}{h^3}.$$

In a real crystal an effective $A_n$ replaces this expression. It collects the several valleys, their anisotropic masses and an energy-independent reflection probability.

Now differentiate, allowing the barrier itself to vary with bias:

$$\frac{dJ}{dV}=A_nT^2\left[\frac{q}{kT}e^{qV/kT}e^{-\phi_n/kT}+\left(e^{qV/kT}-1\right)\frac{d}{dV}e^{-\phi_n/kT}\right].$$

At $V=0$ the second term vanishes because its bracket is zero. The first leaves $qA_nT\,e^{-\phi_n/kT}/k$, and its reciprocal is

$$\rho_n=\frac{k}{qA_nT}\,e^{\phi_n/kT}.$$

Only the zero-bias barrier matters here.

### (a) Holes

On p-type material forward bias lowers the semiconductor's Fermi level to $-qV$. A valence state beyond the hole barrier has electron energy

$$E=-(\phi_p+E_x+E_t),$$

because the valence-band edge lies $\phi_p$ below the metal's Fermi level. The probability that such a state is empty on the semiconductor side is

$$1-f(E+qV)=\frac{1}{1+e^{-(E+qV)/kT}}\simeq e^{(E+qV)/kT}=e^{-(\phi_p+E_x+E_t)/kT}\,e^{qV/kT}.$$

On the metal side the last factor is absent. The difference has the same form as for electrons, with $\phi_n$ replaced by $\phi_p$. The same integrals and derivative give

$$\rho_p=\frac{k}{qA_pT}\,e^{\phi_p/kT}.$$

### (b) The product

Multiply the two results and use $\phi_n+\phi_p=E_g$:

$$\rho_n\rho_p=\frac{k^2}{q^2A_nA_pT^2}\,e^{(\phi_n+\phi_p)/kT}
=\left(\frac{k}{qT}\right)^2\frac{e^{E_g/kT}}{A_nA_p}.$$

The position of the Fermi level has dropped out. Taking logarithms shows how the cancellation works:

$$\frac{d\ln\rho_n}{d\phi_n}=\frac{1}{kT},\qquad
\frac{d\ln\rho_p}{d\phi_n}=\frac{1}{kT}\frac{d\phi_p}{d\phi_n}=-\frac{1}{kT}.$$

Whatever factor one contact gains, the other loses. The barrier shift that exchanges a factor of ten is $kT\ln10=59.5$ meV at 300 K.

The result is the law of mass action in another form. With effective band densities $N_c$ and $N_v$, the equilibrium densities at the interface are $n_s=N_ce^{-\phi_n/kT}$ and $p_s=N_ve^{-\phi_p/kT}$. Thus $1/\rho_n\propto n_s$ and $1/\rho_p\propto p_s$, with coefficients independent of the barriers. The product

$$n_sp_s=N_cN_ve^{-E_g/kT}$$

does not depend on where $E_F$ lies. A metal that supplies many electrons at the barrier top supplies few holes.

### (c) Numbers

The hole barrier is $\phi_p=1.12-0.65=0.47$ eV. Writing the prefactor as $(kT/q)/(AT^2)$,

$$\frac{k}{qA_nT}=\frac{0.02585}{110\times300^2}=2.611\times10^{-9}\ \Omega\,\mathrm{cm^2},$$

and the hole prefactor, with 30 in place of 110, is $9.575\times10^{-9}$ Ω cm². The exponents are $\phi_n/kT=25.143$ and $\phi_p/kT=18.180$. Therefore

$$\rho_n=2.611\times10^{-9}\,e^{25.143}=217\ \Omega\,\mathrm{cm^2},$$

$$\rho_p=9.575\times10^{-9}\,e^{18.180}=0.753\ \Omega\,\mathrm{cm^2}.$$

Their product is 163 Ω² cm⁴, and their geometric mean is 12.8 Ω cm². These digits follow from the chosen inputs. A barrier error of 10 meV alone changes a resistivity by a factor $e^{10/25.85}\approx1.5$.

The cancellation was tested by integrating numerically over electron states in both bands, with full Fermi occupations instead of Boltzmann tails. The gap, temperature and Richardson constants were held fixed:

| $\phi_n$ (eV) | $\rho_n$ (Ω cm²) | $\rho_p$ (Ω cm²) | product (Ω² cm⁴) |
|---|---|---|---|
| 0.35 | 0.00198 | 82 500 | 163.37 |
| 0.45 | 0.0947 | 1724 | 163.37 |
| 0.56 | 6.68 | 24.5 | 163.37 |
| 0.65 | 217 | 0.753 | 163.37 |
| 0.77 | 22 500 | 0.00726 | 163.37 |

Each resistivity changes by about seven orders of magnitude, while the product agrees with the formula to within one part in $10^5$ in every row.

Constancy in barrier position does not mean constancy in temperature. At 400 K, with the gap reduced to a rough 1.093 eV and the Richardson constants held fixed, the product is $8.3\times10^{-4}$ Ω² cm⁴. That is about $5\times10^{-6}$ of its value at 300 K. The exponential causes nearly all of this fall; the prefactor $1/T^2$ contributes a factor $(300/400)^2=0.56$.

### (d) The best compromise

In series, the same current crosses both equal areas, so the total contact resistance is proportional to $\rho_n+\rho_p$. Write $P=\rho_n\rho_p$. Then

$$\rho_n+\rho_p=\left(\sqrt{\rho_n}-\sqrt{\rho_p}\right)^2+2\sqrt P .$$

Since $P$ is fixed, the sum is smallest when the square vanishes, that is, when $\rho_n=\rho_p$. Cancelling the common factor $k/(qT)$ gives

$$\frac{e^{\phi_n/kT}}{A_n}=\frac{e^{\phi_p/kT}}{A_p}
\quad\Longrightarrow\quad
\phi_n-\phi_p=kT\ln\frac{A_n}{A_p}.$$

Substituting $\phi_p=E_g-\phi_n$ and solving,

$$\phi_n=\frac{E_g}{2}+\frac{kT}{2}\ln\frac{A_n}{A_p}
=0.560+0.017=0.577\ \text{eV}.$$

The electron barrier is slightly more than half the gap, so $E_F$ lies slightly below midgap. Electrons have the larger Richardson constant and can afford the higher barrier. The smallest sum is $2\sqrt P=25.6$ Ω cm², against $217+0.75\approx218$ Ω cm² for the metal in part (c). Within this model, no choice of a single metal brings the sum below $2\sqrt P$. Two different metals escape the restriction, since their barriers need not add to $E_g$.

## How far the model reaches

The inputs are rough values typical of nickel silicide on lightly doped silicon. To size the neglected effects, take a doping of $10^{16}$ cm⁻³ in both pieces and an effective density of $3\times10^{19}$ cm⁻³ in both bands. The band bending is then 0.443 eV on the n-type side and 0.263 eV on the p-type side. The corrections below are separate estimates. They should not be multiplied together, because image force and tunnelling both act at the barrier top.

**Image force.** A carrier at distance $x$ from the metal is attracted by its image. In a surface field $F$, its potential energy lies below the ideal barrier by

$$qFx+\frac{q^2}{16\pi\varepsilon x},$$

where $\varepsilon$ is the permittivity. The barrier top is where this drop is smallest. Setting the derivative to zero gives $x_m=\sqrt{q/(16\pi\varepsilon F)}$. The two terms are equal there, so the lowering is

$$\Delta\phi=2qFx_m=q\sqrt{\frac{qF}{4\pi\varepsilon}} .$$

The fields are 0.037 and 0.029 MV/cm, and the lowerings are 21.3 and 18.7 meV. The effective barriers therefore sum to 40 meV less than the gap, which multiplies the product by $e^{-40/25.85}\approx0.21$.

Strict independence of position is lost too. In the depletion approximation $F$ varies as the square root of the band bending, so $\Delta\phi$ varies as its fourth root. At fixed doping the two band bendings have a fixed sum, but their fourth roots do not. Over the barriers in the table the factor runs from 0.210 to 0.223, a variation of about 6%. These digits depend on the depletion approximation: with the full Poisson–Boltzmann potential the lowerings are 21.0 and 18.2 meV, and the factor runs from 0.218 to 0.234, about 8%. The product is much smaller than the ideal value but still nearly constant.

**Tunnelling.** A semiclassical (WKB) estimate through the parabolic depletion barrier, without image lowering and with light tunnelling masses of 0.19 and 0.16 free-electron masses, raises the conductances by factors of 1.56 and 1.47. The product falls to 0.44 of its thermionic value. This gain comes from the sharp tip of the barrier, which the image force removes: on the image-rounded barrier tunnelling adds only 3–4% per contact, so both effects together give a factor near 0.21, not $0.21\times0.44$. At $10^{18}$ cm⁻³, with the same barriers, the gains become 31 and 20. Giving every carrier the light mass overstates them: with the full Poisson–Boltzmann potential, and with the end-on valleys (0.92) and heavy holes (0.49) weighted by their share of the current, the gains are about 1.5 and 1.3 at $10^{16}$ cm⁻³ and about 24 and 8.5 at $10^{18}$ cm⁻³.

**Other corrections.** With rough mobilities of 1200 and 420 cm²/(V s), the depletion layer adds about 5% to each resistivity, or 10% to the product, at the barriers of part (c). Across the table the addition to the product ranges from 10% to about 14%, largest where one barrier is low. The Richardson constant is also uncertain. Counting the anisotropic valleys of a (100) silicon surface without reflection gives $A_n=247$ instead of 110 A/(cm² K²), which multiplies the product by 0.45. The same counting for heavy and light holes (masses 0.49 and 0.16) gives $A_p\approx78$ instead of 30, and the two changes together multiply the product by 0.17; the optimum of part (d) moves to 0.587 eV if only $A_n$ is changed and to 0.575 eV if both are. This changes the constant without introducing a dependence on $\phi_n$.

**Real device contacts.** Source and drain contacts in transistors are commonly doped to around $10^{20}$ cm⁻³, which makes the barrier thin enough for carriers to tunnel. The relevant scale is

$$E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m_t\varepsilon}},$$

with $N$ the doping and $m_t$ the tunnelling mass. Emission over the barrier dominates only if $E_{00}\ll kT$; even then, tunnelling near the barrier top can be a noticeable correction, as estimated above. At $10^{16}$ cm⁻³, $E_{00}$ is about 1.3 meV, but at $10^{20}$ cm⁻³ it is 125 meV for electrons and 136 meV for holes, about five times $kT$. Good device contacts have resistivities of roughly $10^{-8}$ Ω cm² or less, some ten orders of magnitude below the 217 Ω cm² found here. The thermionic product does not limit such contacts.

## Variation 1: a low barrier

**Question.** Keep the emission model but drop the Boltzmann approximation. How does the product change when $\phi_n$ is no longer large compared with $kT$?

**Solution.** Differentiate the double integral for $J$ before approximating $f$. At zero bias, $d f(E-qV)/dV=-q\,df/dE$, so

$$\frac1{\rho_n}=\frac{4\pi q^2m}{h^3}\int_0^\infty dE_t\int_0^\infty dE_x\left(-\frac{df}{dE}\right).$$

The inner integral is $f(\phi_n+E_t)$, since $f$ vanishes at infinite energy. For the outer one, note that

$$\frac{d}{dE}\left[-kT\ln\left(1+e^{-E/kT}\right)\right]=\frac{e^{-E/kT}}{1+e^{-E/kT}}=f(E).$$

The outer integral is therefore $kT\ln(1+e^{-\phi_n/kT})$. Using the definition of $A_n$,

$$\rho_n=\frac{k}{qA_nT}\,\frac{1}{\ln\left(1+e^{-\phi_n/kT}\right)} .$$

Let $u=e^{-\phi_n/kT}$. Relative to the Boltzmann result, $\rho_n$ is larger by the factor

$$\frac{u}{\ln(1+u)}=\frac{u}{u-u^2/2+\cdots}\simeq1+\frac u2 .$$

The hole contact has the corresponding correction with $\phi_p$. The product is thus constant up to relative corrections of order $e^{-\phi/kT}/2$ from each barrier.

For $\phi_n=0.05$ eV, $u=0.145$ and the estimate is 1.072; the state integral gives 1.071. The hole barrier is then 1.07 eV and its correction is negligible. This example isolates the statistics and does not describe the lightly doped contact above. At $10^{16}$ cm⁻³ the bulk conduction-band edge lies $0.65-0.443=0.207$ eV above the Fermi level, higher than a 0.05 eV interface barrier. There would be no depletion barrier, and in a piece much thicker than a micrometre the bulk, not the interface, would limit the current.

## Variation 2: a patchy interface

**Question.** The electron barrier varies from patch to patch with a Gaussian distribution of mean $\bar\phi_n$ and standard deviation $\sigma$. The patches conduct independently in parallel, and locally $\phi_p=E_g-\phi_n$. Is the product of the two measured resistivities still independent of $\bar\phi_n$?

**Solution.** Parallel conductances add, so $1/\rho_n$ is proportional to the average of $e^{-\phi_n/kT}$. Put $\phi_n=\bar\phi_n+s$ and complete the square:

$$-\frac{s^2}{2\sigma^2}-\frac{s}{kT}
=-\frac{1}{2\sigma^2}\left(s+\frac{\sigma^2}{kT}\right)^2+\frac{\sigma^2}{2(kT)^2}.$$

The shifted Gaussian still integrates to one, leaving

$$\left\langle e^{-\phi_n/kT}\right\rangle=e^{-\bar\phi_n/kT}\,e^{\sigma^2/2(kT)^2}.$$

The hole barrier has mean $E_g-\bar\phi_n$ and the same spread, so its conductance gains the same factor. Each resistivity is divided by that factor, and

$$\rho_n\rho_p=\left(\frac{k}{qT}\right)^2\frac{e^{E_g/kT}}{A_nA_p}\,e^{-(\sigma/kT)^2}.$$

For a fixed spread the product is still independent of the mean barrier, but its value is smaller. This holds only while the patches that carry the current, centred $\sigma^2/kT$ below each mean barrier, still have a depletion barrier. At $10^{16}$ cm⁻³ with $\sigma=50$ meV this is so for the barriers of part (c), but at a mean barrier of 0.35 eV about 18% of the averaged current would come from patches below the flat-band level of 0.207 eV, and the formula fails. With $\sigma=50$ meV, $\sigma/kT=1.934$ and the factor is $e^{-3.74}=0.024$, a larger change at 300 K than any of the separate corrections estimated above for $10^{16}$ cm⁻³.

Barriers inferred from the measured resistivities with the uniform-contact formula are each too low by $\sigma^2/(2kT)$. Their sum is $E_g-\sigma^2/kT=1.023$ eV instead of 1.12 eV. The reason is that electrons favour patches with low $\phi_n$, while holes favour those with high $\phi_n$. The two measurements therefore weight different parts of the barrier distribution, although the barriers add to the gap at every point. The calculation requires patches wide enough not to influence one another; in smaller patches the surrounding potential can raise a low barrier, and the averages must be recalculated.

## Numbers as computed

```
Temperature 300 K, kT = 0.02585 eV
Gap 1.12 eV, phi_n 0.65 eV, phi_p 0.47 eV
A_n 110, A_p 30 A/cm^2/K^2
Prefactor n: 2.611e-09 ohm cm^2
Prefactor p: 9.575e-09 ohm cm^2
phi_n/kT 25.143, phi_p/kT 18.180
Eg/kT 43.324
rho_n = 217 ohm cm^2
rho_p = 0.753 ohm cm^2
Product, state integrals: 163.37 ohm^2 cm^4
Product, formula: 163.37 ohm^2 cm^4
Geometric mean: 12.78 ohm cm^2
phi_n (eV), rho_n, rho_p (ohm cm^2), product (ohm^2 cm^4)
  0.35  0.00198  8.252e+04  163.37
  0.45  0.09474  1724  163.37
  0.56  6.675  24.47  163.37
  0.65  217  0.753  163.37
  0.77  2.251e+04  0.007259  163.37
Barrier shift per decade: 59.53 meV
Balanced phi_n: 0.5768 eV
Smallest sum: 25.56 ohm cm^2
At phi_n 0.05 eV, true/formula: 1.0707
Neglected effects (separate estimates)
Doping 1e+16 cm^-3, band density 3e+19 cm^-3
Mobilities n, p: 1200, 420 cm^2/Vs
Tunnel masses n, p: 0.19, 0.16 m0
Band bending n, p: 0.443, 0.263 eV
Surface field n, p: 0.0370, 0.0285 MV/cm
Image lowering n, p: 21.3, 18.7 meV
Image factor on product: 0.212
Image factor over sweep: 0.210 to 0.223
Tunnel conductance gain n, p: 1.56, 1.47
Tunnel factor on product: 0.436
Tunnel gain at 1e18 cm^-3 n, p: 31.1, 19.7
E00 at 1e+16 cm^-3 n, p: 1.25, 1.36 meV
E00 at 1e20 cm^-3 n, p: 125, 136 meV
Depletion/thermionic n, p: 0.048, 0.050
Depletion factor on product: 1.100
Barrier spread 50 meV, factor on product: 0.0237
Apparent barrier sum with spread: 1.023 eV
A_n from (100) masses 0.19, 0.92 m0: 247 A/cm^2/K^2
Its factor on product: 0.446
At 400 K with gap 1.093 eV: product 8.304e-04 ohm^2 cm^4
Product ratio hot/300 K: 5.083e-06
```
